# Average-of-configuration Dirac–Fock with one Fock matrix and open-shell CI

An atom or ion has a set of closed spinors, all filled, and $m$ open spinors that share $n$ electrons, with $0<n<m$. One set of spinors is wanted that treats all distributions of the $n$ electrons alike, and afterwards the individual states.

The Hamiltonian is the Dirac–Coulomb one in hartree atomic units,

$$H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-\frac Zr ,$$

with a point nucleus and the rest energy removed. The Breit interaction and radiative corrections are left out. Occupied spinors are taken from the positive-energy branch. The small-component basis functions are $\boldsymbol\sigma\cdot\mathbf p\,\chi/(2c)$ for each large-component function $\chi$ (restricted kinetic balance).

The overlap matrix is $S$. Spinor coefficients form columns of $C$ with $C^\dagger SC=1$. The closed and open columns give $D_C=C_CC_C^\dagger$ and $D_O=C_OC_O^\dagger$. For any density matrix $D$, the Coulomb-minus-exchange matrix is

$$G[D]_{\mu\nu}=\sum_{\kappa\lambda}\big[(\mu\nu|\kappa\lambda)-(\mu\lambda|\kappa\nu)\big]D_{\lambda\kappa},$$

where the first function in each half of an integral is complex conjugated. Since $(\mu\nu|\kappa\lambda)=(\kappa\lambda|\mu\nu)$, it obeys $\mathrm{Tr}\,A\,G[B]=\mathrm{Tr}\,B\,G[A]$.

## (a) Average the energy over all determinants

**Find the mean energy of the $\binom mn$ determinants, each with equal weight, in terms of $D_C$, $D_O$ and $f=n/m$.**

Let $I$ be the set of occupied open spinors in one determinant, and let $d_i$ be the density matrix of spinor $i$. The determinant has density $D_I=D_C+\sum_{i\in I}d_i$ and energy $E_I=\mathrm{Tr}\,D_I(h+\tfrac12G[D_I])$. Expanding, and using the symmetry of $G$ to merge the two closed–open terms,

$$E_I=\mathrm{Tr}\,D_C\big(h+\tfrac12G[D_C]\big)+\sum_{i\in I}\mathrm{Tr}\,d_i\big(h+G[D_C]\big)+\tfrac12\sum_{i,j\in I}\mathrm{Tr}\,d_iG[d_j].$$

A given open spinor is occupied in a fraction $f=n/m$ of the determinants. Two different open spinors are both occupied in a fraction

$$\frac{n(n-1)}{m(m-1)}=a f^2,\qquad a=\frac{m(n-1)}{n(m-1)} .$$

This defines the coupling coefficient $a$. It is below one because, once one spinor is known to be filled, fewer electrons remain for the others.

The terms $i=j$ vanish, as exchange cancels the direct self-repulsion. They can therefore be added with the weight $af^2$ too, which completes the double sum to $\mathrm{Tr}\,D_OG[D_O]$:

$$E=\mathrm{Tr}\,D_C\big(h+\tfrac12G[D_C]\big)+f\,\mathrm{Tr}\,D_O\big(h+G[D_C]+\tfrac12af\,G[D_O]\big).$$

Putting $a=1$ would give the energy of a fractionally filled density, which counts too many open pairs. For $n=1$ the single open electron would then be repelled by its own fractions in the other open spinors.

## (b) Vary the energy

**Find the operators that multiply $\delta D_C$ and $\delta D_O$.**

In a quadratic term the two variations are equal by the symmetry of $G$, so the factor $\tfrac12$ disappears. Collecting terms,

$$\delta E=\mathrm{Tr}\,\delta D_C\,F_C+f\,\mathrm{Tr}\,\delta D_O\,F_O,$$

$$F_C=h+G[D_C]+f\,G[D_O],\qquad F_O=h+G[D_C]+af\,G[D_O].$$

A closed electron sees on average $n=fm$ open electrons. An open electron sees $n-1$ others spread over $m-1$ spinors, and indeed $af=(n-1)/(m-1)$.

The variations are not free, because the spinors must stay orthonormal. This is handled by rotating spinors into each other.

## (c) Obtain the stationary conditions

**Rotate two spinors $p$ and $q$ by an angle $t$ and find $dE/dt$ at $t=0$ for each pair of classes.**

The rotation is

$$|p'\rangle=\cos t\,|p\rangle+\sin t\,|q\rangle,\qquad |q'\rangle=\cos t\,|q\rangle-\sin t\,|p\rangle .$$

To first order, $\delta d_p=t(|q\rangle\langle p|+|p\rangle\langle q|)$ and $\delta d_q=-\delta d_p$. For Hermitian $F$, $\mathrm{Tr}\,\delta d_p\,F=2t\,\mathrm{Re}\,F_{pq}$. Hence:

- closed $p$, empty $q$: $dE/dt=2\,\mathrm{Re}(F_C)_{pq}$;
- open $p$, empty $q$: $dE/dt=2f\,\mathrm{Re}(F_O)_{pq}$;
- closed $p$, open $q$: $dE/dt=2\,\mathrm{Re}(F_C-fF_O)_{pq}$.

Replacing $|q\rangle$ by $i|q\rangle$ gives the same conditions on the imaginary parts, so the whole matrix elements must vanish. A rotation within one class leaves $D_C$ and $D_O$ unchanged and gives no condition.

"Empty" includes the negative-energy spinors. Rotations into them must be stationary as well, since this fixes how the positive-energy branch adapts to the mean field.

## (d) Build one Fock matrix

**Find one Hermitian matrix $F$ whose off-diagonal class blocks vanish when all three conditions hold, and write it without first transforming to the spinor basis.**

Give the spinors occupations $w=1,f,0$ for closed, open and empty. Dividing each gradient by $2(w_p-w_q)$ leaves $F_C$ in the closed–empty block, $F_O$ in the open–empty block, and $(F_C-fF_O)/(1-f)$ in the closed–open block.

To simplify them, write $F_O=F_C-f(1-a)G[D_O]$ and evaluate

$$f(1-a)=\frac nm\,\frac{n(m-1)-m(n-1)}{n(m-1)}=\frac{m-n}{m(m-1)}=\frac{1-f}{m-1}.$$

With $W=G[D_O]/(m-1)$ this gives

$$F_O=F_C-(1-f)W,\qquad \frac{F_C-fF_O}{1-f}=\frac{(1-f)F_C+f(1-f)W}{1-f}=F_C+fW .$$

The division by $1-f$ has cancelled, so the block stays finite for a nearly full shell.

The blocks within a class are free. A convenient choice is $F_C$ for closed–closed and empty–empty, and $F_O$ for open–open. Relative to $F_C$, the matrix then needs $-(1-f)W$ in the open–open and open–empty blocks, and $+fW$ in the closed–open block.

In the basis-function representation, $SD_AXD_BS$ keeps only the block of $X$ between classes $A$ and $B$, because $C^\dagger SD_A$ selects the columns of class $A$. The combination

$$SD_OW+WD_OS-SD_OWD_OS$$

contains $W$ once in every block with at least one open index; the last term removes the double counting in the open–open block. Multiplying it by $-(1-f)$ is right except between closed and open, where $+f$ is needed. Adding one further $W$ there repairs this, since $-(1-f)+1=f$. Therefore

$$F=F_C-(1-f)\big[SD_OW+WD_OS-SD_OWD_OS\big]+SD_CWD_OS+SD_OWD_CS,$$

$$\frac{dE}{dt}=2(w_p-w_q)\,\mathrm{Re}\,F_{pq}.$$

Two limits check the factors. For $n=1$, $f=1/m$ and $(1-f)/(m-1)=1/m$. The open-shell terms in $F_O$ cancel, leaving $h+G[D_C]$: a single open electron has no open partner. For $n\to m$, $a\to1$ and $F_O\to F_C$, as for a closed shell. The closed–open block tends to $F_C+W$, but its gradient carries the weight $1-f\to0$. At $n=m$ that block has no energetic meaning, and all occupied spinors should be put in one closed class.

## (e) Interpret the eigenvalues

**With the spinors held fixed, what do the closed and open eigenvalues measure?**

At convergence $F$ is diagonal, with $\epsilon_c=\langle c|F_C|c\rangle$ and $\epsilon_i=\langle i|F_O|i\rangle$.

Removing open spinor $i$ from a determinant that contains it changes the energy by

$$E_I-E_{I\setminus i}=\langle i|h+G[D_C]|i\rangle+\sum_{j\in I,\,j\ne i}\mathrm{Tr}\,d_iG[d_j].$$

Among the determinants containing $i$, each other open spinor is filled in a fraction $(n-1)/(m-1)=af$. The average is therefore $\langle i|F_O|i\rangle$. Thus $-\epsilon_i$ is the frozen-spinor ionization energy of $i$, averaged over the determinants in which $i$ is filled.

For the mean over the shell, let $A=\mathrm{Tr}\,D_O(h+G[D_C])/m$ and $V=\mathrm{Tr}\,D_OG[D_O]/[m(m-1)]$. Part (a) reads $E(n)=E_{\rm core}+nA+\tfrac12n(n-1)V$, where $E_{\rm core}$ is its closed-shell term, so

$$E(n)-E(n-1)=A+(n-1)V=\frac1m\sum_i\epsilon_i .$$

The last equality follows from $af\,\mathrm{Tr}\,D_OG[D_O]/m=(n-1)V$.

Removing a closed electron from every determinant gives, by the same expansion, $\epsilon_c$ as the average of $E_I-E_{I\setminus c}$. Relaxation of the ion is missing in all these energies.

## (f) Turn the equations into an SCF procedure

**State the iteration, and decide whether the solution is a minimum.**

1. Diagonalize $h$ in the metric $S$ to obtain starting spinors.
2. Form $D_C$, $D_O$, both $G$ matrices, and $F$.
3. Stop if the closed–open, closed–empty and open–empty blocks of $C^\dagger FC$ are below a threshold.
4. Otherwise solve $FC=SC\epsilon$, discard the negative-energy branch as candidates for occupation, choose closed and open spinors, and return to step 2.

Closed and open eigenvalues belong to different operators, so their common order need not follow the intended filling. In an atom, the choice is made within each symmetry. If the closed and open sets each consist of complete subshells, $D_C$ and $D_O$ are spherical, $F$ conserves parity and angular momentum, and the symmetries can be diagonalized separately. The plain iteration need not converge in every system; damping or extrapolation then changes the path, but not the stationary conditions.

The solution is not a minimum over all rotations. Take a negative-energy spinor near the top of its branch, with energy close to $-2c^2$. Turning an occupied spinor of weight $w$ into it by $t$ changes the energy, at leading order in $c^2$, by $-2c^2w\sin^2t$. The second derivative is about $-4c^2w$: the energy falls. For spinors deep in the negative-energy branch, whose kinetic energy is not small compared with $c^2$, it falls more steeply. For the lowest configuration with the given class sizes and $n$, the state sought is a minimum with respect to positive-energy rotations and a maximum with respect to negative-energy ones. For an excited configuration, such as one with a core hole, the energy can also fall along some positive-energy rotations. In either case the energy falls along rotations into negative-energy spinors, which is why step 4 removes that branch before filling spinors.

## (g) Resolve the states

**Set up the Hamiltonian among the $\binom mn$ determinants, and relate its eigenvalues to $E$.**

The closed electrons contribute $E_{\rm core}=\mathrm{Tr}\,D_C(h+\tfrac12G[D_C])$ and dress the one-electron term to $h^C=h+G[D_C]$. With indices running over open spinors,

$$H=E_{\rm core}+\sum_{pq}h^C_{pq}a_p^\dagger a_q+\tfrac12\sum_{pqrs}(pq|rs)\,a_p^\dagger a_r^\dagger a_sa_q .$$

Exchanging the labels $q$ and $s$ changes the sign of the operator product. Averaging the two forms replaces $\tfrac12(pq|rs)$ by $\tfrac14v_{pq,rs}$, with $v_{pq,rs}=(pq|rs)-(ps|rq)$. Next, with $E_{pq}=a_p^\dagger a_q$,

$$a_p^\dagger a_r^\dagger a_sa_q=-a_p^\dagger a_r^\dagger a_qa_s=-a_p^\dagger(\delta_{qr}-a_qa_r^\dagger)a_s=E_{pq}E_{rs}-\delta_{qr}E_{ps}.$$

The result is

$$H=E_{\rm core}+\sum_{pq}h^C_{pq}E_{pq}+\tfrac14\sum_{pqrs}v_{pq,rs}\big(E_{pq}E_{rs}-\delta_{qr}E_{ps}\big).$$

The sum of the eigenvalues equals the sum of the diagonal elements $E_I$, so the mean CI energy equals $E$. Rotating the open spinors among themselves maps the determinant space onto itself and leaves the eigenvalues unchanged. The arbitrary open–open block of $F$ thus has no effect on the states.

This CI treats mixing inside the open shell in full. It omits excitations out of the closed shell or into empty spinors, and it gives no state its own relaxed spinors. It becomes a poor description when the averaged states need very different spinors, or when they mix strongly with determinants outside the chosen set.

## (h) Check the nonrelativistic limit for $p^2$

**Find the ratio of the intervals $^1S-{}^1D$ and $^1D-{}^3P$ when spin–orbit coupling vanishes.**

Two $p$ electrons interact through the monopole and quadrupole parts of $1/r_{12}$. The monopole shifts all terms equally. Within $l=1$, the quadrupole of each electron is proportional to $Q_{ij}=\tfrac12(l_il_j+l_jl_i)-\tfrac23\delta_{ij}$. Let $x=\mathbf l_1\cdot\mathbf l_2$. Products in the same order for both electrons sum to $\sum_{ij}l^{(1)}_il^{(1)}_jl^{(2)}_il^{(2)}_j=x^2$. For opposite orders, $l_jl_i=l_il_j-i\sum_k\epsilon_{ijk}l_k$ and $\sum_{ij}\epsilon_{ijk}l_il_j=i\,l_k$ give $x^2+x$. The symmetrized products therefore sum to the mean, $x^2+\tfrac12x$. The terms with $\delta_{ij}$ add $-\tfrac43-\tfrac43+\tfrac43=-\tfrac43$, so

$$\sum_{ij}Q^{(1)}_{ij}Q^{(2)}_{ij}=x^2+\tfrac12x-\tfrac43,\qquad x=\tfrac12[L(L+1)-4].$$

For $L=0,1,2$, $x=-2,-1,1$, and the expression is $\tfrac53,-\tfrac56,\tfrac16$. Its prefactor is positive, as the same proportionality constant enters for both electrons and the radial factor $r_<^2/r_>^3$ is positive. Antisymmetry pairs $L=1$ with the triplet and $L=0,2$ with singlets. The ratio is

$$\frac{E(^1S)-E(^1D)}{E(^1D)-E(^3P)}=\frac{5/3-1/6}{1/6+5/6}=\frac32 .$$

## (i) Apply the method to Fe$^{20+}$

**Treat this six-electron ion first with $2p^2$ open, then with the whole $n=2$ shell open, and read the results.**

The basis has 8 $s$ and 5 $p$ Gaussian exponents. For the one-electron ion it gives a $1s$ energy of $-340.97$ hartree, against $-341.10$ from the Dirac formula. The $2p$ fine-structure splitting is 0.774 against 0.778 hartree, or 0.5% below the formula value. More digits are quoted below only to check identities within this basis. The basis is not converged for the six-electron ion. With 21 $s$ and 14 $p$ exponents, the total energies fall by 0.72 hartree and the $2p$ eigenvalues by 0.17 hartree. The four excited levels of case A become 0.334, 0.551, 1.148 and 1.885 hartree, the $2p$ eigenvalue gap 0.550 hartree, and the nonrelativistic intervals 0.4865 and 0.7298 hartree. In case B the lowering of the lowest state becomes 0.083 hartree, the upper $J=0$ level 1.699 hartree, and the $2p^4$ weights about 1.1% and 3.5%.

**Case A: $1s^22s^2$ closed, $2p^2$ open.** Here $m=6$, $n=2$, so $f=1/3$ and $a=(6\cdot1)/(2\cdot5)=0.6$. The average energy is $-939.365016$ hartree, and the explicit mean over the 15 determinants agrees to all printed digits.

The open eigenvalues are $-61.98523$ hartree for the two $2p_{1/2}$ spinors and $-61.43421$ hartree for the four $2p_{3/2}$ spinors. Their mean is

$$\frac{2(-61.98523)+4(-61.43421)}6=-61.61788\ \text{hartree},$$

which matches $E(2)-E(1)$ with frozen spinors. The gradient formula was tested at deliberately non-stationary spinors. For one closed–open rotation, finite differences gave 166.95367 and the formula 166.95368 hartree/rad.

CI gives five levels, with $J$ read from the degeneracy $2J+1$:

- $J=0$: 0
- $J=1$: 0.334 hartree ($73\times10^3$ cm$^{-1}$)
- $J=2$: 0.552 hartree ($121\times10^3$ cm$^{-1}$)
- $J=2$: 1.153 hartree ($253\times10^3$ cm$^{-1}$)
- $J=0$: 1.896 hartree ($416\times10^3$ cm$^{-1}$)

Their weighted mean above the lowest level is

$$\frac{3(0.33425)+5(0.55216)+5(1.15278)+1.89577}{15}=0.76155\ \text{hartree}.$$

Added to the lowest energy, $-940.12656$ hartree, it gives $-939.36501$ hartree, which is the average found above to within rounding.

With the speed of light multiplied by 20, the intervals $^1D-{}^3P$ and $^1S-{}^1D$ are 0.4909 and 0.7364 hartree. The second is 1.500 times the first, as derived in (h). At the true speed of light, the gap between the $2p$ eigenvalues, 0.551 hartree, is as large as the first of these intervals. Spin–orbit and electrostatic splitting are therefore comparable, and neither can be treated as a small correction to the other.

**Case B: $1s^2$ closed, $(2s2p)^4$ open.** Now $m=8$, $n=4$, $f=1/2$ and $a=(8\cdot3)/(4\cdot7)=0.857$. The 70 determinants comprise 15 of $2s^22p^2$, 40 of $2s2p^3$ and 15 of $2p^4$. The average, $-936.03$ hartree, refers to this larger set and is not comparable with that of case A.

The closed $1s$ and open $2s$ spinors share a symmetry, so the closed–open block is needed. The energy curvature for a $1s$–$2s$ rotation is $+237$ hartree/rad$^2$. For a rotation of $2s$ into the highest $s$-type negative-energy spinor it is $-37568$ hartree/rad$^2$, close to the estimate $-4c^2f=-2(137.036)^2=-37558$. The two signs show the minimax character in these directions.

The lowest state lies at $-940.214$ hartree, 0.088 hartree below that of case A. The spinors differ too, but that part is small. With either set of spinors held fixed, going from the 15 to the 70 determinants lowers this state by about 0.089 hartree, and changing from the spinors of case A to those of case B raises it by 0.002 hartree. The five lowest levels keep their order of $J$, but the upper $J=0$ level moves from 1.896 to 1.703 hartree above the lowest.

The $2s$ occupation shows the mixing. Parity forbids $2s2p^3$ in these five states, so an occupation $N_{2s}$ implies a $2p^4$ weight $1-N_{2s}/2$. For the lowest state this is $1-1.9769/2=1.2\%$; for the upper $J=0$ state it is $1-1.9271/2=3.6\%$. The sixth level has $N_{2s}=1.0000$ and belongs to $2s2p^3$. Case A cannot describe it, since its determinants all keep $2s$ filled. The remaining values are in the numerical output.

## Numbers as computed

```
Nuclear charge 26, electrons 6, speed of light 137.035999 a.u.
Basis: 8 s, exponents 12 to 26244 bohr^-2, ratio 3.0
Basis: 5 p, exponents 14 to 1660 bohr^-2, ratio 3.3
Four-component basis size: 92
One-electron 1s: basis -340.9708, Dirac formula -341.0978 hartree
One-electron 2p splitting: basis 0.77373, formula 0.77798 hartree
A: n=2 m=6 f=0.333333 a=0.600000 determinants=15
A: average energy -939.365016 hartree, iterations 7, residual 4.5e-08 hartree
B: n=4 m=8 f=0.500000 a=0.857143 determinants=70
B: average energy -936.030499 hartree, iterations 7, residual 6.8e-09 hartree
A: explicit determinant average -939.365016 hartree
A: eigenvalues 1s -303.66115, 2s -64.24244 hartree
A: eigenvalues 2p1/2 -61.98523, 2p3/2 -61.43421 hartree
A: mean open eigenvalue -61.617884, E(n)-E(n-1) -61.617884 hartree
A: E minus average energy with a 1s hole -303.661155 hartree
Gradient closed-open: numeric 166.95367, formula 166.95368 hartree/rad
Gradient closed-virtual: numeric 186.07687, formula 186.07688 hartree/rad
Gradient open-virtual: numeric -121.21299, formula -121.21300 hartree/rad
Gradient open-negative: numeric 426.48238, formula 426.48240 hartree/rad
B curvature, closed 1s with open 2s: 237.15 hartree/rad^2
B curvature, open 2s with negative: -37568.09 hartree/rad^2
A: mean CI energy -939.365016, lowest -940.126562 hartree
A level J=0: 0.00000 hartree = 0 cm^-1
A level J=1: 0.33425 hartree = 73358 cm^-1
A level J=2: 0.55216 hartree = 121185 cm^-1
A level J=2: 1.15278 hartree = 253005 cm^-1
A level J=0: 1.89577 hartree = 416073 cm^-1
B: mean CI energy -936.030499, lowest -940.214145 hartree, levels 20
B level J=0: 0.00000 hartree = 0 cm^-1, 2s occupation 1.9769
B level J=1: 0.35085 hartree = 77003 cm^-1, 2s occupation 1.9806
B level J=2: 0.56633 hartree = 124295 cm^-1, 2s occupation 1.9794
B level J=2: 1.15892 hartree = 254353 cm^-1, 2s occupation 1.9752
B level J=0: 1.70268 hartree = 373694 cm^-1, 2s occupation 1.9271
B level J=2: 2.11929 hartree = 465130 cm^-1, 2s occupation 1.0000
Light speed x20: 1D-3P 0.49090, 1S-1D 0.73635 hartree, ratio 1.50000
```
